# Core-level absorption by Lanczos recursion: terminators and the number of steps

Someone computing the absorption near a core edge must decide how much of the empty spectrum to pay for. With explicit final states, the choice is how many empty bands to converge. With Lanczos recursion, it is how many times to apply the Hamiltonian. The second number can be bounded before the run from three quantities: the broadening, the width of the spectrum and the tolerated error.

## The sum to be replaced

Take one-electron dipole absorption of light polarised along $x$. A field $E_0\cos\omega t$ perturbs the electron by $eE_0x\cos\omega t$, of which the absorbing half has amplitude $eE_0x/2$. The golden rule gives the rate

$$W=\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4}|\langle f|x|i\rangle|^2\,\delta(E_f-E_i-\hbar\omega).$$

The cross section is the absorbed power $\hbar\omega W$ divided by the intensity $\varepsilon_0cE_0^2/2$. The prefactor becomes $\pi e^2\omega/(\varepsilon_0c)$, and inserting $e^2=4\pi\varepsilon_0\hbar c\,\alpha$ turns it into $4\pi^2\alpha\hbar\omega$.

A 1s shell holds two electrons, which doubles this. In an orthonormal basis for the final states, write $x|1s\rangle=d\,|\chi\rangle$ with $\langle\chi|\chi\rangle=1$, so that $d$ is a length. The finite lifetime of the core hole replaces the delta function by a Lorentzian of half width at half maximum $\gamma$:

$$\sigma(\omega)=8\pi^2\alpha\,d^2\,\hbar\omega\,S(E),\qquad S(E)=\sum_{f\ \rm empty}|\langle f|\chi\rangle|^2\,\frac{\gamma/\pi}{(E-E_f)^2+\gamma^2},$$

with $E=\hbar\omega+E_{1s}$. The states $f$ are eigenstates of the final-state Hamiltonian $H$, which includes the attraction of the core hole.

The direct method diagonalises $H$ and adds the terms. In a large basis it computes thousands of states separately, although the Lorentzian then blurs them together. The individual states are not needed, because

$$\frac{1}{E+i\gamma-E_f}=\frac{E-E_f-i\gamma}{(E-E_f)^2+\gamma^2}.$$

Let $Q=1-\sum_{\rm occ}|n\rangle\langle n|$ and $|\phi\rangle=Q|\chi\rangle$. Completeness then gives

$$S(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i\gamma),\qquad G(z)=\langle\phi|(z-H)^{-1}|\phi\rangle .$$

The occupied states in $Q$ must be eigenstates of this same $H$. Then $Q$ commutes with $H$, and repeated application of $H$ to $|\phi\rangle$ stays in the empty space. Occupied states from the ground state without the hole would not have this property.

## One recursion for all energies

Solving $(z-H)|\psi\rangle=|\phi\rangle$ afresh for each photon energy would repeat much of the work. Instead, build an orthonormal basis from $|\phi\rangle,H|\phi\rangle,H^2|\phi\rangle,\dots$ Start with $b_0=\lVert\phi\rVert$ and $|0\rangle=|\phi\rangle/b_0$, and continue with

$$b_{n+1}|n+1\rangle=(H-a_n)|n\rangle-b_n|n-1\rangle,\qquad a_n=\langle n|H|n\rangle,$$

where the last term is absent for $n=0$ and $b_{n+1}>0$ normalises the new vector. Two subtractions suffice. For $m<n-1$, $H|m\rangle$ contains vectors up to $|m+1\rangle$ at most, so $\langle n|H|m\rangle=0$, and Hermiticity gives $\langle m|H|n\rangle=0$. The component on $|n-1\rangle$ is $b_n$ for the same reason. If some $b_{n+1}$ vanishes, the chain has closed and the result is exact.

In numerical work $Q$ is applied after every product with $H$, since rounding would otherwise reintroduce occupied components.

Now expand $|\psi\rangle=\sum_nc_n|n\rangle$. The linear system becomes

$$(z-a_0)c_0-b_1c_1=b_0,\qquad (z-a_n)c_n-b_nc_{n-1}-b_{n+1}c_{n+1}=0 .$$

Write $b_{n}c_{n}=t_{n}c_{n-1}$ for $n\ge1$. The second equation then reads $(z-a_n-t_{n+1})c_n=b_nc_{n-1}$, and multiplication by $b_n$ gives

$$t_n=\frac{b_n^2}{z-a_n-t_{n+1}},\qquad G(z)=b_0c_0=\frac{b_0^2}{z-a_0-t_1}.$$

This is the continued fraction. The coefficients depend on neither $E$ nor $\gamma$, so one run serves every photon energy and every broadening.

## What stopping does

The simplest way to stop after $N$ levels is to set $t_N=0$. Call the result $G_N$. It is the resolvent of the $N\times N$ tridiagonal matrix $T_N$, hence a sum of $N$ poles. If $\gamma$ is too small to merge them, the spectrum shows peaks that belong to the truncation.

To find the required $N$, first ask what $G_N$ gets right. The moment $\langle\phi|H^k|\phi\rangle$ is a sum over walks of $k$ steps on the chain that start and end at level 0. A walk notices the missing level $N$ only if it has at least $2N$ steps. The moments $k=0,\dots,2N-1$ are therefore exact, and moment $2N$ lacks one walk, of weight $b_0^2b_1^2\cdots b_N^2$.

Let the spectrum seen by $\phi$ lie in $[c-h,c+h]$. The eigenvalues of $T_N$ lie there too, because $T_N$ is $H$ restricted to a subspace. Both $G$ and $G_N$ are then averages of $1/(z-x)$ over positive weights on this interval with total $b_0^2$, and the two averages agree for every polynomial $p(x)$ of degree up to $2N-1$. Subtracting $p$ in both gives

$$|G-G_N|\le2b_0^2\max_x\left|\frac1{z-x}-p(x)\right|.$$

Any such $p$ yields a valid bound. With $\zeta=(z-c)/h$, $\xi=(x-c)/h$ and the Chebyshev polynomial $C_{2N}(\cosh u)=\cosh 2Nu$, choose

$$p(x)=\frac{1-C_{2N}(\xi)/C_{2N}(\zeta)}{z-x}.$$

The numerator vanishes at $x=z$, so the division leaves a polynomial of degree $2N-1$. The remainder is $C_{2N}(\xi)/[C_{2N}(\zeta)(z-x)]$. On the interval $|C_{2N}(\xi)|\le1$, and $|z-x|\ge\gamma$.

For the denominator write $\zeta=\cosh(\eta+i\theta)$ with $\eta>0$. Since $|\cosh(u+iv)|^2=\sinh^2u+\cos^2v$, we have $|C_{2N}(\zeta)|\ge\sinh2N\eta$, and

$$|G-G_N|\le\frac{2b_0^2}{\gamma\,\sinh(2N\eta)},\qquad \eta=\mathrm{Re}\,\mathrm{arccosh}\frac{E+i\gamma-c}{h}.$$

The highest value $S$ could ever reach is $b_0^2/(\pi\gamma)$, with all weight in one state. An error below the fraction $\delta$ of that value is guaranteed by

$$N\ge\frac{\mathrm{arcsinh}(2/\delta)}{2\eta}.$$

The imaginary part of $\zeta$ gives $\gamma/h=\sinh\eta\,\sin\theta$. Hence $\sinh\eta\ge\gamma/h$, with equality at the band centre, which is the slowest place. For $\gamma\ll h$ and $\delta\ll1$ the requirement there is

$$N\gtrsim\frac{h}{2\gamma}\ln\frac4\delta .$$

Halving the broadening doubles the steps, while a tighter tolerance costs only a logarithm. Inside the band, at distances from the edges large compared with $\gamma$, $\cos\theta\approx(E-c)/h$ and

$$\eta\approx\frac{\gamma}{\sqrt{(E-E_{\min})(E_{\max}-E)}},\qquad E_{\min,\max}=c\mp h .$$

For a chain with constant coefficients this exponent has a direct meaning. With hopping $b=h/2$ its energies are $c+h\cos\theta$, and a wave moves at $h\sin\theta/\hbar$ levels per unit time. The trip to the cut and back takes $2N\hbar/(h\sin\theta)$. The broadening damps amplitudes as $e^{-\gamma t/\hbar}$, so the echo returns with the factor $e^{-2N\gamma/(h\sin\theta)}\approx e^{-2N\eta}$. The truncation error is this echo.

The dependence on $E$ matters when the basis has a high kinetic-energy cutoff. For a spectrum from 0 to 1000 eV, $\gamma=0.5$ eV and $\delta=0.01$, the estimate at 10 eV is $\sqrt{10\times990}\times\ln400/(2\times0.5)\approx596$. The full expression gives 597 steps there, against 2996 at 500 eV. This $\delta$ is a fraction of the largest possible peak, so the tolerance is $0.01\,b_0^2/(\pi\times0.5)=0.0064\,b_0^2\ \mathrm{eV}^{-1}$. For weight spread evenly over 1000 eV, $S\approx0.001\,b_0^2\ \mathrm{eV}^{-1}$, which is smaller than that tolerance. An error of 1% of such an $S$ needs $\delta\approx1.5\times10^{-5}$, and the guarantee at 10 eV rises to about 1240 steps. At a fixed small height above the bottom, the guaranteed number grows as the square root of the spectral width.

## A crystal on which to measure the cost

Consider a simple cubic crystal with one $p_x$ orbital per site, hopping $V_\sigma=2.0$ eV along $x$ and $V_\pi=-0.5$ eV along $y$ and $z$. With energies measured from the $p_x$ level and $k$ in units of the inverse lattice constant,

$$\varepsilon(\mathbf k)=2V_\sigma\cos k_x+2V_\pi(\cos k_y+\cos k_z).$$

The band extends over $\pm(2\times2.0+4\times0.5)=\pm6$ eV. The core hole lowers the absorber's orbital $|\chi\rangle$ by $U=2$ eV. All states of this band are empty, so $|\phi\rangle=|\chi\rangle$ and $b_0=1$.

The first coefficients can be checked by hand. The on-site energy gives $a_0=-U=-2$ eV. The squared hoppings to six neighbours give $b_1^2=2V_\sigma^2+4V_\pi^2=9\ \mathrm{eV}^2$, so $b_1=3$ eV. The hole acts on $|0\rangle$ alone, so it changes $a_0$ and nothing else. The later $a_n$ vanish because each hop changes sublattice. The later $b_n$ approach $h/2=3$ eV: $b_2=2.693$, $b_3=3.082$, $b_{11}=3.016$ and $b_{41}=3.003$ eV.

The recursion runs on 80 midpoints per axis in the positive octant of $\mathbf k$ space, $80^3=512\,000$ points. The mesh average of $\cos pk$ vanishes for $0<p<160$, as it does in the infinite crystal. Moments up to $159=2\times80-1$ are thus those of the infinite crystal, which is what 80 levels require.

An independent reference comes from time evolution. The average of $e^{-is\cos k}$ over $k$ is the Bessel function $J_0(s)$, so without the hole

$$G_0(z)=-\frac i\hbar\int_0^\infty e^{izt/\hbar}\,J_0\!\left(\frac{2V_\sigma t}\hbar\right)J_0^2\!\left(\frac{2V_\pi t}\hbar\right)dt .$$

The hole adds $-U|\chi\rangle\langle\chi|$. The Dyson equation $G=G_0-G_0UG$ gives $G=G_0/(1+UG_0)$. A state is bound below the band if $1+UG_0(E)=0$ there. As $|G_0|$ is largest at the edge, this needs $U>1/|G_0(-6\ \mathrm{eV})|=3.37$ eV. The chosen hole binds nothing, and the interval $\pm6$ eV remains valid in the bound.

Let $S_{\max}$ be the maximum of the reference spectrum at the given $\gamma$, and require an error below 1% of $S_{\max}$ at all sampled energies.

| $\gamma$ (eV) | steps needed | steps guaranteed |
|---|---|---|
| 1.2 | 12 | 18 |
| 0.6 | 22 | 37 |
| 0.3 | 43 | 78 |

For the last row $S_{\max}=0.1836\ \mathrm{eV}^{-1}$. Relative to the largest possible peak the tolerance is $\delta=0.01\times0.1836\times\pi\times0.3=0.00173$, and $\mathrm{arcsinh}(2/0.00173)/[2\,\mathrm{arcsinh}(0.3/6)]\approx77.5$, hence 78. The guarantee is safe but not sharp, since it replaces an average by its worst value. The steps needed nearly double each time $\gamma$ is halved.

The exponent itself is closer to the truth than the prefactor. At $\gamma=0.6$ eV the error, fitted between 20 and 50 steps, falls by 0.1996 per step in its logarithm at the band centre, where $2\eta=0.1997$. At $E=-5$ eV both numbers are 0.348. The approximate formula would give $2\times0.6/\sqrt{1\times11}=0.362$ there, slightly off because the edge is only 1 eV away.

## Closing the chain without an echo

If the echo is the fault, the cut should be replaced by a continuation of the chain. To see what this gains, keep a tail $t$ at level $N$. It adds $t$ to the last diagonal element of $T_N$. Let $R=(z-T_N)^{-1}$, let $L=N-1$ label the last level, and let $M$ be the resolvent with the tail. Then

$$M=R+R|L\rangle t\langle L|M,\qquad \langle L|M=\frac{\langle L|R}{1-tR_{LL}},$$

where the second relation follows from the first by projection on $\langle L|$. With $D_N=\det(z-T_N)$, cofactors give $R_{LL}=D_{N-1}/D_N$ and $R_{0L}=b_1\cdots b_{N-1}/D_N$. If $t$ is the true tail,

$$G-G_N=b_0^2(M_{00}-R_{00})=\frac{b_0^2b_1^2\cdots b_{N-1}^2\;t}{D_N\,(D_N-tD_{N-1})}.$$

For an approximate tail $\tilde t$, subtract the same expression with $\tilde t$ in place of $t$. Over the common denominator the numerator is $t(D_N-\tilde tD_{N-1})-\tilde t(D_N-tD_{N-1})=(t-\tilde t)D_N$, so

$$G-\tilde G=\frac{b_0^2b_1^2\cdots b_{N-1}^2\,(t-\tilde t)}{(D_N-tD_{N-1})(D_N-\tilde tD_{N-1})}.$$

The error is now proportional to the error of the tail, no longer to the tail itself.

When the coefficients settle to constants $a$ and $b$, the tail repeats itself: $\tilde t=b^2/(z-a-\tilde t)$, or $\tilde t^2-(z-a)\tilde t+b^2=0$. Setting $z-a=2b\cosh(\eta+i\theta)$, the roots are $b\,e^{\pm(\eta+i\theta)}$. For $\gamma>0$ we have $0<\theta<\pi$. A true tail is $b_N^2$ times a resolvent element and has a negative imaginary part, which selects

$$\tilde t=b\,e^{-(\eta+i\theta)}=\tfrac12\left[z-a-\sqrt{z-a-2b}\,\sqrt{z-a+2b}\right]$$

with principal square roots. As $\gamma\to0$ this stays complex for $|E-a|<2b$ and supplies a continuous spectrum between $a\pm2b$. Known band edges therefore fix $a=c$ and $b=h/2$.

In the crystal the largest errors on an energy grid of spacing 0.1 eV, relative to $S_{\max}$ at the same $\gamma$, are these. For $\gamma=0.05$ eV the grid is coarser than the broadening, so the entries of that row are lower bounds on the true maxima.

| $\gamma$ (eV) | $N$ | truncated | terminated |
|---|---|---|---|
| 0.3 | 10 | 48% | 0.7% |
| 0.3 | 20 | 12% | 0.07% |
| 0.3 | 40 | 1.3% | 0.004% |
| 0.05 | 40 | 104% | 0.4% |

In the last row truncation is useless, while the terminated fraction stays within one percent: on a grid of spacing 0.01 eV the two errors are 112% and 0.7%. The band edges do matter. With the terminator's band 10% too wide, the error at $\gamma=0.3$ eV and $N=20$ rises from 0.07% to 1.0%.

With 40 terminated levels and $\gamma=0.3$ eV, a transition energy of 500 eV to the unshifted $p_x$ level and $d=5$ pm, the peak lies at 495.5 eV:

$$\sigma=8\pi^2\alpha\,(5\times10^{-12}\,\mathrm m)^2\times495.5\,\mathrm{eV}\times0.1836\,\mathrm{eV}^{-1}=1.31\times10^{-21}\,\mathrm m^2,$$

or 13.1 Mb. The value of $d$ is illustrative. For the oxygen atom, whose K edge lies near this energy, Hartree–Fock orbitals give a $1s\to2p$ dipole of about 3.3 pm, or about 4.1 pm with the $2p$ orbital contracted by the hole, and a cross section smaller by a factor of 1.5 to 2.3. The hole moves strength towards the edge. It raises the cross section at 496 eV from 6.3 to 11.5 Mb and lowers it at 504 eV from 6.4 to 2.5 Mb. The Dyson equation shows how: taking imaginary parts gives $S=S_0/|1+UG_0|^2$, where $S_0$ is the spectrum without the hole. The denominator is $1+2U\,\mathrm{Re}\,G_0+U^2|G_0|^2$. Here $\mathrm{Re}\,G_0$ is the average of $(E-\varepsilon)/[(E-\varepsilon)^2+\gamma^2]$ over the band, negative near the bottom, where most states lie above $E$, and positive near the top. The ratios of the cross sections put the denominator at 0.55 for 496 eV and 2.6 for 504 eV.

## Where the constant tail fails

A gap in the spectrum removes the premise of this terminator, and with it most of the gain. If the coefficients converged to $a$ and $b$, the chain would differ from a constant chain by a perturbation that dies out along it. By Weyl's theorem its essential spectrum, which is everything except isolated bound levels, would then be the single interval $a\pm2b$. Two separated bands contradict that, so the coefficients cannot settle.

An occupied valence band that shares $p$ character with the empty states and is separated from them by a gap creates this situation, and $Q$ removes it. As a model, couple each $p_x$ orbital to a ligand level at $-9$ eV by 3 eV, without a core hole. The $2\times2$ problem at each $\mathbf k$ gives

$$E_\pm=\frac{\varepsilon-9}2\pm\sqrt{\left(\frac{\varepsilon+9}2\right)^2+9}\quad\text{(in eV)}.$$

With $\varepsilon$ between $-6$ and 6 eV the empty band runs from $-4.146$ to 6.578 eV, above a gap of 5.43 eV. Without projection, $a_{20}$ to $a_{39}$ spread over 5.36 eV, nearly the width of the gap. With projection the spread is 0.015 eV. The mean coefficients are then 1.216 and 2.681 eV, as the edges require: $(-4.146+6.578)/2=1.216$ and $(6.578+4.146)/4=2.681$. The projection that enforces the Pauli principle also makes the constant tail effective. At $\gamma=0.3$ eV and $N=20$, measured against the maximum of $S$ over the empty band, the tail lowers the error from 18% to 0.09% with projection. Without projection, a tail spanning both bands lowers it only from 39% to about 8%. A gap within the empty spectrum would remain, and would call for a longer truncated chain or a terminator built for several bands.

A bound state below the band is less serious in the one-band crystal. A stronger hole changes $a_0$ alone, so the tail is unaffected and the bound state appears as a pole of the fraction. The interval in the error bound must then be widened to include it, while the terminator keeps the $a$ and $b$ of the band edges.

A finite supercell has discrete levels, and its own exact spectrum is approached by truncation. The terminator describes the infinite solid instead, and is justified for coefficients taken before the recursion feels the cell's finite size.

The truncated scheme was tested on a finite version of the two-band model, with the hole and 8 midpoints per axis in the positive octant, which gives $2\times8^3=1024$ basis states. The 512 occupied states were projected out, leaving a weight $b_0^2=0.856$. At $\gamma=0.3$ eV, 200 steps reproduced the explicit sum over the 512 empty states to about $2\times10^{-13}\ \mathrm{eV}^{-1}$. By then rounding had spoiled the orthogonality of the Lanczos vectors, with overlaps up to 0.36. In this test that did not harm the spectrum, although such vectors could not be used as an orthonormal basis. The numerical check covers this comparison, the error bound, the convergence rates and the terminators.

## Values computed for the example and the checks

```
p_x band half width (eV): 6.0
core-hole attraction (eV): 2.0
attraction that binds a state (eV): 3.372
k points in octant: 512000
n=0: a_n=-2.0000 eV, b_n+1=3.0000 eV
n=1: a_n=-0.0000 eV, b_n+1=2.6926 eV
n=2: a_n=0.0000 eV, b_n+1=3.0817 eV
n=5: a_n=0.0000 eV, b_n+1=2.9707 eV
n=10: a_n=0.0000 eV, b_n+1=3.0162 eV
n=20: a_n=-0.0000 eV, b_n+1=2.9980 eV
n=40: a_n=0.0000 eV, b_n+1=3.0032 eV
n=79: a_n=0.0000 eV, b_n+1=2.9997 eV
gamma=1.2 eV: S_max=0.1155 /eV, delta=0.00435
  steps for 1% of S_max: 12, guaranteed: 18
gamma=0.6 eV: S_max=0.1531 /eV, delta=0.00289
  steps for 1% of S_max: 22, guaranteed: 37
gamma=0.3 eV: S_max=0.1836 /eV, delta=0.00173
  steps for 1% of S_max: 43, guaranteed: 78
E=0.0 eV, gamma=0.6 eV: error decay per step 0.1996, 2 eta=0.1997
E=-5.0 eV, gamma=0.6 eV: error decay per step 0.3484, 2 eta=0.3484
largest error in % of S_max, truncated / terminated:
  gamma=0.3 eV, N=10: 48.340 / 0.668
  gamma=0.3 eV, N=20: 11.764 / 0.073
  same, terminator band 10% too wide: 1.010
  gamma=0.3 eV, N=40: 1.254 / 0.004
  gamma=0.05 eV, N=40: 103.810 / 0.367
cross section in Mb (gamma=0.3 eV, N=40 terminated):
  photon 494.0 eV: recursion 4.062, exact 4.062, no hole 1.045
  photon 496.0 eV: recursion 11.503, exact 11.503, no hole 6.345
  photon 500.0 eV: recursion 4.669, exact 4.669, no hole 5.910
  photon 504.0 eV: recursion 2.488, exact 2.488, no hole 6.447
peak: 495.5 eV, 13.103 Mb = 1.310e-21 m^2
supercell basis size: 1024  occupied states: 512
empty p_x weight on absorber: 0.8564
200 steps against empty-state sum (1/eV): 2.3e-13
largest overlap of Lanczos vectors: 3.59e-01
empty band from -4.146 to 6.578 eV, gap 5.432 eV
spread of a_20..a_39 (eV): all states 5.364, projected 0.015
projected means (eV): a 1.216, b 2.681
from band edges (eV): a 1.216, b 2.681
spectrum 0 to 1000 eV, gamma=0.5 eV, delta=0.01:
  guaranteed steps at 10 eV: 597
  guaranteed steps at 500 eV: 2996
```
